# How Mean-Field Nucleation Suppresses Small Gaps Between Islands in One Dimension, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From the adatom profile to the late-time moments

A calculation of growth along narrow surface troughs may need a starting set of islands. One must then decide whether their positions may be drawn at random, or whether close pairs have to be suppressed, and by which power of their separation. Random positions give a gap density that stays finite at zero length. If the adatom profile between islands is steady, mean-field irreversible nucleation of point islands that capture every arriving adatom gives one that vanishes as the square of the length. Under the late-time law of Part II, the two choices differ by a factor of about sixty in the number of gaps shorter than one tenth of the mean.

The results below separate the effect of a single split from that of repeated splitting. A single nucleation beside an absorbing island already produces the square. Repetition fixes the coefficient and, slowly, dilutes the memory of the initial gaps. The square keeps a finite coefficient because short gaps almost cease to split.

### Assumptions and conventions

A line of finite length is divided by islands into finitely many gaps, with an island at each end of every gap. A gap has length $y$, and $x$ is the distance from its left island.

**A1.** Islands are immobile points. They capture every adatom that reaches them.

**A2.** Atoms arrive uniformly at rate $F$ per length and time and diffuse with constant $D$. The adatom density $n(x)$, a number per length, follows its steady profile in each gap. Nucleation removes too few adatoms to alter that profile.

**A3.** Two adatoms form a stable, immobile island. The mean-field nucleation rate per length and time is

$$
\frac{\kappa D n^2}{a},
$$

where $a$ is the site spacing and $\kappa$ is a dimensionless constant. The square of $n$ means that the positions of the two adatoms are treated as uncorrelated.

Let $g(x,t)\,dx$ be the expected number of gaps with length between $x$ and $x+dx$, per length of substrate. Its moments are

$$
M_s(t)=\int_0^\infty x^s g(x,t)\,dx .
$$

Thus $M_0=N$ is the gap density, which equals the island density when end effects are negligible. Also $M_1=1$, because the gaps fill the line. The scaled length is $u=xN$ and the scaled density is

$$
\phi_t(u)=\frac{g(u/N,t)}{N^2}.
$$

Substituting $x=u/N$ gives

$$
\int_0^\infty u^s\phi_t(u)\,du=N^{s-1}M_s ,
$$

so $\phi_t$ has unit norm and unit mean.

### Theorem

Under A1–A3, $\phi_t(u)$ tends at late times, for each fixed $u>0$, to a density $\phi(u)$ that does not depend on the initial gaps. With $m_s=\int_0^\infty u^s\phi\,du$,

$$
\phi(u)=Cu^2+O(u^3),\qquad C=\frac{15\,m_2}{m_5}.
$$

The proof occupies Lemmas 1 to 5 and the first section of Part II.

### Lemma 1: the splitting rate

*A gap of length $y$ splits at $x$ with rate $Kx^2(y-x)^2$ per length, where $K=\kappa F^2/(4Da)$. Its total splitting rate is $Ky^5/30$.*

**Proof.** In the steady state, arrival balances diffusion:

$$
Dn''+F=0 .
$$

Two integrations give $n=-Fx^2/(2D)+c_1x+c_0$. Capture at $x=0$ requires $n(0)=0$, hence $c_0=0$. Capture at $x=y$ requires $c_1=Fy/(2D)$. Therefore

$$
n(x)=\frac{F}{2D}x(y-x).
$$

Inserting this in A3 gives

$$
\frac{\kappa D}{a}\frac{F^2}{4D^2}x^2(y-x)^2=Kx^2(y-x)^2 .
$$

The total rate follows from expanding the square:

$$
\int_0^y x^2(y-x)^2dx
=y^5\left(\frac13-\frac24+\frac15\right)=\frac{y^5}{30}.
$$

This proves the lemma. In SI units $K$ is in $\mathrm{m^{-5}\,s^{-1}}$.

The origin of the square is visible here. Close to an island the adatom density grows linearly with distance, and nucleation needs two adatoms. The probability density for the position of one split is $30x^2(y-x)^2/y^5$, which starts as $x^2$ without any repetition.

### Lemma 2: evolution and small gaps at fixed time

*The gap density obeys*

$$
\frac{\partial g}{\partial t}
=-\frac{Kx^5}{30}g(x,t)
+2Kx^2\int_x^\infty (y-x)^2g(y,t)\,dy ,
$$

*and at fixed $t>0$,*

$$
\lim_{x\to0}\frac{g(x,t)}{x^2}=2K\int_0^t M_2(t')\,dt' .
$$

**Proof.** The first term removes gaps of length $x$ when they split. A gap of length $y$ creates a piece of length $x$ if it is cut at distance $x$ from either end, which gives the factor 2. Under the stated rule different gaps split independently, so the equation for the expected density is linear and closed.

Multiplying by the integrating factor $e^{Kx^5t/30}$ and integrating from zero gives

$$
\begin{aligned}
g(x,t)={}&e^{-Kx^5t/30}g(x,0)\\
&+2Kx^2\int_0^t e^{-Kx^5(t-t')/30}
\int_x^\infty (y-x)^2g(y,t')\,dy\,dt' .
\end{aligned}
$$

There are finitely many initial gaps, so $g(x,0)=0$ below the shortest of them. The inner integral is at most $M_2(t')$ and tends to it as $x\to0$. Moreover $M_2(t')\le M_2(0)$, because $x^2+(y-x)^2\le y^2$ at every split. The limit may therefore be taken under the time integral, which proves the second statement.

### Lemma 3: moment equation

*For $s\ge0$,*

$$
\frac{dM_s}{dt}=-\frac{K}{30}R(s)M_{s+5},\qquad
R(s)=\frac{(s-1)(s^2+13s+60)}{(s+3)(s+4)(s+5)} .
$$

**Proof.** Multiply the evolution equation by $x^s$ and integrate. The loss gives $-KM_{s+5}/30$. In the gain, exchange the order of integration:

$$
2K\int_0^\infty g(y,t)\int_0^y x^{s+2}(y-x)^2dx\,dy .
$$

The inner integral is a beta integral:

$$
y^{s+5}\frac{\Gamma(s+3)\Gamma(3)}{\Gamma(s+6)}
=\frac{2y^{s+5}}{(s+3)(s+4)(s+5)} .
$$

The gain is thus $4KM_{s+5}/[(s+3)(s+4)(s+5)]$, and collecting both terms gives

$$
R(s)=1-\frac{120}{(s+3)(s+4)(s+5)} .
$$

The denominator expands to $s^3+12s^2+47s+60$. Subtracting 120 leaves

$$
s^3+12s^2+47s-60=(s-1)(s^2+13s+60),
$$

as multiplication of the right side confirms. The zero at $s=1$ expresses the conservation of total length. At $s=0$, $R=-1$, so the number of gaps grows at the total splitting rate.

### Lemma 4: moments descended from one gap

*Let one gap of length $L$ be present at $t=0$, and put $z=KL^5t/30$. The expected sum of $x^s$ over its descendants is $L^sf_s(z)$, with*

$$
f_s(z)=\sum_{k=0}^\infty
\frac{(\alpha_1)_k(\alpha_2)_k(\alpha_3)_k}
{(\beta_1)_k(\beta_2)_k(\beta_3)_k}\frac{(-z)^k}{k!} .
$$

Here $(q)_k=q(q+1)\cdots(q+k-1)$, $b=(13+i\sqrt{71})/2$, and

$$
\begin{aligned}
&\alpha_1=\frac{s-1}{5},\quad \alpha_2=\frac{s+b}{5},\quad
\alpha_3=\frac{s+\bar b}{5},\\
&\beta_1=\frac{s+3}{5},\quad \beta_2=\frac{s+4}{5},\quad
\beta_3=\frac{s+5}{5}.
\end{aligned}
$$

**Proof.** Lemma 3 becomes $df_s/dz=-R(s)f_{s+5}$ with $f_s(0)=1$. Since $b+\bar b=13$ and $b\bar b=(169+71)/4=60$, the quadratic factor is $(s+b)(s+\bar b)$. Replacing $s$ by $s+5j$ and dividing each factor by 5 yields

$$
R(s+5j)=\frac{(\alpha_1+j)(\alpha_2+j)(\alpha_3+j)}
{(\beta_1+j)(\beta_2+j)(\beta_3+j)} .
$$

Integrating the moment equation $k$ times produces the first $k$ terms of the stated series and a remainder containing $f_{s+5k}$. For $s+5k\ge1$, $0\le f_{s+5k}\le1$, because each descendant satisfies $(x/L)^{s+5k}\le x/L$ and the ratios $x/L$ sum to one. Also $|R|\le1$ for $s\ge0$. The remainder is at most $z^k/k!$ and vanishes as $k\to\infty$.

For $s=2$ and $z=5$ the series gives $f_2=0.47757$. Direct evolution of the splitting equation on integer lengths, starting from a gap of 400 sites, gives the same digits.

### Lemma 5: late-time moments

*Define, for real $s\ge0$,*

$$
G(s)=\frac{\Gamma(\frac{s+3}{5})\Gamma(\frac{s+4}{5})\Gamma(\frac{s+5}{5})}
{|\Gamma(\frac{s+b}{5})|^2}.
$$

*Then, for $s=0$ and every $s\ge1$,*

$$
M_s(t)\sim\frac{G(s)}{G(1)}\tau^{-(s-1)/5},\qquad
\tau=\frac{Kt}{30}.
$$

**Proof.** First take $s>1$, so that $\alpha_1>0$. Consider

$$
I=\frac{1}{2\pi i}\int_{c-i\infty}^{c+i\infty}
\Gamma(w)\prod_{j=1}^3
\frac{\Gamma(\alpha_j-w)}{\Gamma(\beta_j-w)}\,z^{-w}dw,
\qquad 0<c<\alpha_1 .
$$

The sums $\sum\alpha_j$ and $\sum\beta_j$ both equal $(3s+12)/5$. By Stirling's formula the product of ratios is therefore bounded on the vertical lines used here. The factor $\Gamma(w)$ decays exponentially for large imaginary $w$, so the integral converges and its line may be moved.

Move it left to $\operatorname{Re}w=-k-\frac12$. The residue of $\Gamma(w)$ at $w=-j$ is $(-1)^j/j!$. Since $\Gamma(\alpha+j)=\Gamma(\alpha)(\alpha)_j$, the poles produce the terms of Lemma 4, multiplied by $\prod\Gamma(\alpha_j)/\Gamma(\beta_j)$. On the new line, with $v=\operatorname{Im}w$, repeated use of $\Gamma(w+1)=w\Gamma(w)$ gives

$$
|\Gamma(w)|\le\frac{2|\Gamma(\frac12+iv)|}{k!} .
$$

The remaining integral is thus at most a constant times $z^{k+1/2}/k!$, which tends to zero. Hence

$$
f_s(z)=I\prod_{j=1}^3\frac{\Gamma(\beta_j)}{\Gamma(\alpha_j)} .
$$

Now move the original line right to $\operatorname{Re}w=\alpha_1+1$. Because $\beta_2=\alpha_1+1$,

$$
\frac{\Gamma(\alpha_1-w)}{\Gamma(\beta_2-w)}=\frac{1}{\alpha_1-w},
$$

which has a single pole. The poles from $\alpha_2$ and $\alpha_3$ begin at real part $\alpha_1+\frac32$, beyond the new line. The residue of $1/(\alpha_1-w)$ is $-1$, and moving a line right subtracts residues, so the contribution is positive:

$$
f_s=\frac{\prod_j\Gamma(\beta_j)}{\Gamma(\alpha_2)\Gamma(\alpha_3)}
\frac{|\Gamma(\frac{1+b}{5})|^2}
{\Gamma(\frac45)\Gamma(\frac65)}
z^{-\alpha_1}+O(z^{-\alpha_1-1}).
$$

The differences used are $\alpha_2-\alpha_1=(1+b)/5$, $\beta_1-\alpha_1=4/5$ and $\beta_3-\alpha_1=6/5$. The coefficient is $G(s)/G(1)$. Finally,

$$
L^sz^{-(s-1)/5}=L\,\tau^{-(s-1)/5}.
$$

Each initial gap contributes in proportion to its length alone. Adding the gaps and dividing by the total length gives the lemma for $s>1$. For $s=1$ it is length conservation.

For $s=0$, use $df_0/dz=f_5$. Since $f_5\sim[G(5)/G(1)]z^{-4/5}$, integration gives $f_0\sim5[G(5)/G(1)]z^{1/5}$. The recursion of the gamma function gives

$$
\frac{G(5)}{G(0)}=\frac{(3/5)(4/5)(1)}{60/25}=\frac15,
$$

so the coefficient is $G(0)/G(1)$, as stated.

## Part II. The scaled density, its limits and an example

The adatom density in a gap is $n=Fx(y-x)/(2D)$, where $F$ is the arrival rate per length and $D$ the diffusion constant. With nucleation rate $\kappa Dn^2/a$ and site spacing $a$, a gap $y$ splits at $x$ with rate $Kx^2(y-x)^2$, $K=\kappa F^2/(4Da)$. The gap density is $g(x,t)$, its moments are $M_s$, and $N=M_0$. The scaled density is $\phi_t(u)=g(u/N,t)/N^2$ with $u=xN$. With $\tau=Kt/30$, Part I showed that

$$
M_s\sim\frac{G(s)}{G(1)}\tau^{-(s-1)/5},
$$

where $G$ is the ratio of gamma functions in Lemma 5. It also gave the integrated form of the evolution equation in Lemma 2.

### Completion of the proof

**Limiting moments.** Setting $s=0$ gives

$$
N\sim\frac{G(0)}{G(1)}\tau^{1/5}.
$$

The moments of $\phi_t$ are $N^{s-1}M_s$. The powers of $\tau$ cancel, leaving

$$
m_s=\left[\frac{G(0)}{G(1)}\right]^s\frac{G(s)}{G(0)} .
$$

Define $\omega=m_5/30$. Because $G(5)=G(0)/5$,

$$
\omega=\frac{1}{150}\left[\frac{G(0)}{G(1)}\right]^5,
\qquad N^5\sim150\,\omega\tau=5\omega Kt .
$$

**A unique limiting distribution.** The gamma recursion gives

$$
m_{s+5}=30\omega\,
\frac{(s+3)(s+4)(s+5)}{s^2+13s+60}\,m_s
\le30\omega(s+5)m_s .
$$

The inequality holds because $(s+3)(s+4)=s^2+7s+12$ is smaller than the denominator. Hence $m_k$ grows no faster than $c^kk^{k/5}$ for some constant $c$, and $m_k^{-1/(2k)}$ is at least a constant times $k^{-1/10}$. The sum of these terms diverges. By Carleman's criterion for positive variables, the moments determine one distribution, and convergence of the integer moments implies convergence to it.

**Its density.** Let

$$
Q(w)=\int_w^\infty(v-w)^2\phi(v)\,dv,
$$

understood at first as an average over the limiting distribution. At an earlier time $t'=\rho^5t$, the gap density is $N(t')\sim\rho N(t)$. Changing variable to $v=yN(t')$ in the inner integral of Lemma 2 gives

$$
\int_x^\infty(y-x)^2g(y,t')\,dy
\sim\frac{1}{\rho N}Q(\rho u),\qquad x=\frac uN .
$$

The third moments are bounded, so the quadratic weight causes no loss at large $v$. At fixed $u$ and late time, $x$ lies below every initial gap, and the initial term of Lemma 2 vanishes. The rest, divided by $N^2$, carries the prefactor $2Ku^2/N^4$. With $dt'=5t\rho^4d\rho$ it becomes

$$
\frac{2Ku^2}{N^4}\,\frac{5t}{N}\int_0^1\rho^3(\cdots)\,d\rho ,
\qquad \frac{10Kt}{N^5}\to\frac{2}{\omega}.
$$

The loss exponent is

$$
\frac{Kx^5(t-t')}{30}=\frac{Kt\,u^5(1-\rho^5)}{30N^5}
\to\frac{u^5(1-\rho^5)}{150\omega}.
$$

Therefore

$$
\phi(u)=\frac{2u^2}{\omega}\int_0^1
\rho^3e^{-u^5(1-\rho^5)/(150\omega)}Q(\rho u)\,d\rho .
$$

The limit may be taken under the integral. The inner integral is at most $M_2(t')$, and $M_2(t')$ is at most a constant times $t'^{-1/5}$, which is integrable at zero. The same bound gives $\phi_t(u)\le\text{const}\cdot u^2$ at late times. On any bounded interval the pointwise limit is therefore also the density of the limiting distribution.

The scaled gap density has now been shown to tend at late times to a density $\phi(u)$ that does not depend on the initial gaps and satisfies the integral equation above. It remains to expand that equation at small $u$, which gives the square law and its coefficient, and to examine the law's limits and a worked example.
